**Fermi-surface area of Al from resistivity times mean free path**

For a cubic metal with uniform mean free path $\lambda$, the program uses $\rho_0\lambda=12\pi^3\hbar/(e^2S)$, where $\rho_0$ is the bulk resistivity and $S$ the total Fermi-surface area. The given product $5.01\times10^{-16}\ \Omega\,\mathrm{m^2}$ yields $S=3051\ \mathrm{nm^{-2}}$, which is 0.794 of the three-electron sphere area $S_0$. The program asserts that the conductivity formula agrees within 0.5 percent with a direct volume integral for a warped cubic band, whose surface area is summed over small four-sided patches. It also asserts that the first-order law for the area lost at one Bragg plane agrees within 1.5 percent with a sum over rings built from two-wave eigenvalues. A 15-plane-wave calculation must reproduce the sphere when the potential is zero, and its area must change by less than 0.01 $S_0$ on a coarser grid. With rough pseudopotential coefficients of 0.24 and 0.76 eV, the output shows an area ratio of 0.788 from the first-order law and 0.799 from the band calculation. Both are asserted to be consistent within 0.05: the band ratio with the first-order ratio, and the band ratio with the inverted one. The remaining lines size the effects of velocity spread, lattice constant, rounding and temperature.

## Verification by program

```python
"""Fermi-surface area of Al from the product (resistivity x mean free path).

Result under test: for a cubic metal with a uniform mean free path lam,
    rho*lam = 12 pi^3 hbar / (e^2 S),   S = total Fermi-surface area,
so rho*lam = 5.01e-16 ohm m^2 gives S of about 79 percent of the sphere that
holds three free electrons per atom. A second part tests the cause: Bragg
gaps remove area. One plane G with Fourier coefficient U removes the fraction
    (u/kF^2) I(g)/(4 g),  u = 2 m U/hbar^2,  g = G/(2 kF),
    I(g) = integral over all x of 1 - sqrt(1 - g^2/(1+x^2)).
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erfc

pi, hbar, e, m = const.pi, const.hbar, const.e, const.m_e

# ---------- inputs ----------
product_given = 5.01e-16      # ohm m^2
a = 0.405e-9                  # m, rough room-temperature lattice constant
U111, U200 = 0.24, 0.76       # eV, rough pseudopotential coefficients
valence = 3


# ---------- test of the conductivity formula on a warped cubic band ----------
# E = k^2 + b (kx^4+ky^4+kz^4), Fermi energy 1, units hbar = e = lam = 1
def warped_band_test(b=1.5, n_grid=120, width=0.04, n_angle=400):
    x = (np.arange(n_grid) + 0.5) / n_grid
    kx, ky, kz = np.meshgrid(x, x, x, indexing="ij")
    energy = sum(k**2 + b * k**4 for k in (kx, ky, kz))
    vx, vy, vz = (2 * k + 4 * b * k**3 for k in (kx, ky, kz))
    speed = np.sqrt(vx**2 + vy**2 + vz**2)
    delta = np.exp(-0.5 * ((energy - 1) / width)**2) / (width * np.sqrt(2 * pi))
    sigma = 2 / (2 * pi)**3 * 8 * np.sum(vx**2 / speed * delta) / n_grid**3
    angle = np.linspace(0, pi / 2, n_angle + 1)
    th, ph = np.meshgrid(angle, angle, indexing="ij")
    unit = np.stack([np.sin(th) * np.cos(ph), np.sin(th) * np.sin(ph),
                     np.cos(th)], axis=-1)
    quartic = b * np.sum(unit**4, axis=-1)
    radius = np.sqrt((-1 + np.sqrt(1 + 4 * quartic)) / (2 * quartic))
    p = unit * radius[..., None]
    cross = np.cross(p[1:, 1:] - p[:-1, :-1], p[1:, :-1] - p[:-1, 1:])
    area = 8 * 0.5 * np.sum(np.linalg.norm(cross, axis=-1))
    return sigma, area / (12 * pi**3)


sigma_volume, sigma_area = warped_band_test()
# tolerance: finite width of the smeared delta function
assert abs(sigma_volume / sigma_area - 1) < 5e-3

# ---------- inversion and free-electron sphere ----------
S_al = 12 * pi**3 * hbar / (e**2 * product_given)


def sphere(lattice):
    density = 4 * valence / lattice**3
    k_fermi = (3 * pi**2 * density)**(1 / 3)
    return density, k_fermi, 4 * pi * k_fermi**2


n, kF, S_sphere = sphere(a)
ratio = S_al / S_sphere
EF = hbar**2 * kF**2 / (2 * m) / e
product_drude = hbar * kF / (n * e**2)
# Drude product and area formula are separate roads to the same ratio
assert abs(product_drude / product_given / ratio - 1) < 1e-10
assert abs(ratio - 0.79) < 0.005
electrons_wrong = valence * ratio**1.5


# ---------- loss of area at one Bragg plane ----------
def loss_integral(g):
    return 2 * quad(lambda x: 1 - np.sqrt(1 - g**2 / (1 + x**2)), 0, np.inf)[0]


def loss_fraction(u_rel, g):
    return u_rel * loss_integral(g) / (4 * g)


def ring_sum_loss(u_rel, g, n_ring=20000):
    """Lost fraction from 2x2 eigenvalues and conical rings, with kF = 1."""
    G = 2 * g
    q_max = 0.9 * (1 - g)
    scale = u_rel / G
    q = scale * np.sinh(np.linspace(0, np.arcsinh(q_max / scale), n_ring))

    def area_both_sides(u):
        h = np.zeros((n_ring, 2, 2))
        h[:, 0, 0], h[:, 1, 1] = (G / 2 + q)**2, (G / 2 - q)**2
        h[:, 0, 1] = h[:, 1, 0] = u
        rho = np.sqrt(1 - np.linalg.eigvalsh(h))
        slant = np.sqrt(np.diff(rho, axis=0)**2 + np.diff(q)[:, None]**2)
        return np.sum(pi * (rho[1:] + rho[:-1]) * slant)

    return (area_both_sides(0.0) - area_both_sides(u_rel)) / (4 * pi)


g111 = 2 * pi / a * np.sqrt(3) / (2 * kF)
g200 = 2 * pi / a * 2 / (2 * kF)
ring_check = []
for g in (g111, g200):
    ring_check.append(ring_sum_loss(1e-3, g) / loss_fraction(1e-3, g))
    # tolerance: higher orders in u and the cut-off tails of the integral
    assert abs(ring_check[-1] - 1) < 0.015

loss111 = 8 * loss_fraction(U111 / EF, g111)
loss200 = 6 * loss_fraction(U200 / EF, g200)
ratio_first_order = 1 - loss111 - loss200
rings = (8 * U111 + 6 * U200) / EF / 2      # flat rings / sphere area
assert ratio_first_order + rings > 1        # closed surface exceeds sphere


# ---------- whole-zone band calculation, k in units of 2 pi/a ----------
def band_area(u111, u200, n_grid, width=0.15, bands=6):
    """Area / sphere area, Fermi level (eV), <v><1/v> on the surface."""
    unit_energy = hbar**2 * (2 * pi / a)**2 / (2 * m) / e
    G = np.array([v for v in itertools.product(range(-2, 3), repeat=3)
                  if len({c % 2 for c in v}) == 1
                  and sum(c * c for c in v) <= 4], dtype=float)
    dist2 = np.sum((G[:, None] - G[None])**2, axis=-1)
    potential = (u111 * (dist2 == 3) + u200 * (dist2 == 4)).astype(float)
    i, j, l = np.meshgrid(*[np.arange(n_grid)] * 3, indexing="ij")
    keep = (i >= j) & (j >= l) & (i + j + l + 1.5 < 1.5 * n_grid)
    i, j, l = i[keep], j[keep], l[keep]
    weight = np.where((i == j) & (j == l), 1.0,
                      np.where((i == j) | (j == l), 3.0, 6.0))
    weight /= weight.sum()
    k = (np.stack([i, j, l], axis=-1) + 0.5) / n_grid
    levels, speeds = [], []
    for part in np.array_split(k, 10):
        kg = part[:, None, :] + G[None]
        h = np.repeat(potential[None], len(part), axis=0)
        idx = np.arange(len(G))
        h[:, idx, idx] += unit_energy * np.sum(kg**2, axis=-1)
        val, vec = np.linalg.eigh(h)
        prob = vec[:, :, :bands]**2
        grad = 2 * unit_energy * np.matmul(prob.transpose(0, 2, 1), kg)
        levels.append(val[:, :bands])
        speeds.append(np.linalg.norm(grad, axis=-1))
    E, v = np.concatenate(levels), np.concatenate(speeds)
    w = weight[:, None]

    def excess(mu):
        return np.sum(w * erfc((E - mu) / (np.sqrt(2) * width))) - valence

    mu = brentq(excess, 5, 18)
    delta = w * np.exp(-0.5 * ((E - mu) / width)**2) / (width * np.sqrt(2 * pi))
    s0, s1, s2 = (np.sum(delta * v**p) for p in (0, 1, 2))
    sphere_area = 4 * pi * (kF * a / (2 * pi))**2
    return 4 * s1 / sphere_area, mu, s2 * s0 / s1**2


empty_ratio, empty_mu, empty_R = band_area(0.0, 0.0, 80)
band_ratio, band_mu, R = band_area(U111, U200, 80)
coarse_ratio = band_area(U111, U200, 56)[0]
assert abs(empty_ratio - 1) < 0.005 and abs(empty_mu - EF) < 0.05
assert abs(coarse_ratio - band_ratio) < 0.01
# rough coefficients and overlapping planes limit these two comparisons
assert abs(band_ratio - ratio_first_order) < 0.05
assert abs(band_ratio - ratio) < 0.05

# ---------- size of neglected effects ----------
ratio_cold = S_al / sphere(0.403e-9)[2]
rounding = 0.005e-16 / product_given
kT_rel = const.k * 300 / e / EF

print(f"given rho0*lambda            {product_given:.3e} ohm m^2")
print(f"lattice constant             {a*1e9:.3f} nm")
print(f"hbar/e^2                     {hbar/e**2:.2f} ohm")
print(f"12 pi^3 hbar/e^2             {12*pi**3*hbar/e**2:.5e} ohm")
print(f"inverted area S              {S_al*1e-18:.1f} nm^-2")
print(f"inverted area S              {S_al*const.value('Bohr radius')**2:.3f} bohr^-2")
print(f"electron density             {n*1e-27:.2f} nm^-3")
print(f"free-electron kF             {kF*1e-9:.3f} nm^-1")
print(f"free-electron EF             {EF:.3f} eV")
print(f"sphere area S0               {S_sphere*1e-18:.1f} nm^-2")
print(f"free-electron rho0*lambda    {product_drude:.3e} ohm m^2")
print(f"ratio S/S0                   {ratio:.4f}")
print(f"electrons/atom if misread    {electrons_wrong:.3f}")
print(f"warped band, sigma/lambda: volume {sigma_volume:.5f}, area {sigma_area:.5f} (dimensionless)")
print(f"U111, U200 (rough)           {U111:.2f}, {U200:.2f} eV")
print(f"g = G/(2kF) for 111, 200     {g111:.4f}, {g200:.4f}")
print(f"I(g) for 111, 200            {loss_integral(g111):.4f}, {loss_integral(g200):.4f}")
print(f"u/kF^2 for 111, 200          {U111/EF:.4f}, {U200/EF:.4f}")
print(f"ring sum / loss law 111, 200 {ring_check[0]:.4f}, {ring_check[1]:.4f}")
print(f"lost fraction, eight 111     {loss111:.4f}")
print(f"lost fraction, six 200       {loss200:.4f}")
print(f"first-order ratio            {ratio_first_order:.4f}")
print(f"flat rings / sphere area     {rings:.4f}")
print(f"first-order ratio plus rings {ratio_first_order+rings:.4f}")
print(f"empty-lattice ratio (check)  {empty_ratio:.4f}")
print(f"band-model ratio             {band_ratio:.4f}")
print(f"band-model ratio, coarse grid {coarse_ratio:.4f}")
print(f"band-model Fermi level       {band_mu:.3f} eV")
print(f"velocity factor <v><1/v>     {R:.4f} (empty lattice {empty_R:.4f})")
print(f"ratio S/S0 divided by factor {ratio/R:.4f}")
print(f"ratio S/S0 at a = 0.403 nm   {ratio_cold:.4f}")
print(f"rounding of given product    {100*rounding:.2f} percent")
print(f"kT/EF at 300 K               {kT_rel:.5f}")
print("success")
```

Running it gives:

```
given rho0*lambda            5.010e-16 ohm m^2
lattice constant             0.405 nm
hbar/e^2                     4108.24 ohm
12 pi^3 hbar/e^2             1.52857e+06 ohm
inverted area S              3051.0 nm^-2
inverted area S              8.544 bohr^-2
electron density             180.64 nm^-3
free-electron kF             17.488 nm^-1
free-electron EF             11.652 eV
sphere area S0               3843.3 nm^-2
free-electron rho0*lambda    3.977e-16 ohm m^2
ratio S/S0                   0.7939
electrons/atom if misread    2.122
warped band, sigma/lambda: volume 0.02200, area 0.02201 (dimensionless)
U111, U200 (rough)           0.24, 0.76 eV
g = G/(2kF) for 111, 200     0.7683, 0.8871
I(g) for 111, 200            1.0182, 1.4249
u/kF^2 for 111, 200          0.0206, 0.0652
ring sum / loss law 111, 200 0.9982, 0.9969
lost fraction, eight 111     0.0546
lost fraction, six 200       0.1571
first-order ratio            0.7883
flat rings / sphere area     0.2781
first-order ratio plus rings 1.0663
empty-lattice ratio (check)  0.9999
band-model ratio             0.7986
band-model ratio, coarse grid 0.7989
band-model Fermi level       11.560 eV
velocity factor <v><1/v>     1.0519 (empty lattice 1.0000)
ratio S/S0 divided by factor 0.7547
ratio S/S0 at a = 0.403 nm   0.7860
rounding of given product    0.10 percent
kT/EF at 300 K               0.00222
success
```
